# Attachment and Permeability from Eliminating a Step Edge Site, part 1

(Sections cited here and not found follow in the second part.)

## A coefficient that vanishes

Consider a surface step at 900 K. An atom entering the step edge from the upper terrace must overcome 0.10 eV more than in an ordinary terrace hop. From the lower terrace the extra barrier is 0.02 eV. For the parameters used below, the attachment coefficient of the upper terrace is $0.043\,D/a$, where $D$ is the terrace diffusion coefficient and $a$ the lattice spacing. Now reduce the lower extra barrier from 0.02 eV to zero by lowering its saddle, and hold all other site and saddle energies fixed. The attachment coefficient of the upper terrace becomes zero, although nothing on the upper side has changed and atoms still pass from there into the edge.

The explanation is that a continuum attachment coefficient is not the rate of one hop. It refers to terrace densities extrapolated to the edge position, and it results from removing the edge site from the description. The removal mixes the rates on both sides. It also produces a direct exchange between the terraces, the step permeability. The exact zero belongs to this choice of position; the dependence on position is worked out below.

## The lattice and its rates

Let the step be straight and let $x=ja$ be the distance from it. The edge site is at $j=0$, the lower terrace at $j\geq1$ and the upper terrace at $j\leq-1$. Subscripts $+$ and $-$ denote the lower and upper side.

The adatom density $\rho_j$ is a number per area and is taken as uniform along the step. Hops parallel to the step then cancel in the balance. Adatoms are dilute, so they neither block nor meet one another. With hop rate $\nu$ in each direction and deposition flux $F$ per area, a terrace site away from the edge obeys

$$\frac{d\rho_j}{dt}=\nu(\rho_{j+1}+\rho_{j-1}-2\rho_j)+F,\qquad D=a^2\nu. \tag{1}$$

The barrier from the neighbouring terrace site into the edge exceeds the terrace barrier by $\Delta_\pm$. With the same attempt rate for all hops, the inward rate is $\nu e^{-\Delta_\pm/kT}$. The edge site lies lower in energy than a terrace site by $E_b$. The return hop crosses the same saddle from this deeper level, so its rate is $\nu e^{-(\Delta_\pm+E_b)/kT}$. This is detailed balance.

Let $\phi$ be the number of edge adatoms per step length. The row of terrace sites next to the edge contains $a\rho_{\pm1}$ atoms per step length. The net flux into the edge, per step length and counted positive toward the edge from either side, is therefore

$$J_\pm=a\nu e^{-\Delta_\pm/kT}\rho_{\pm1}-\nu e^{-(\Delta_\pm+E_b)/kT}\phi .$$

Define a length $\ell$ and an equivalent terrace density $u$ by

$$\ell=a e^{E_b/kT},\qquad u=\phi/\ell. \tag{2}$$

Since $\nu e^{-E_b/kT}\phi=a\nu u$, the common factor can be taken out:

$$J_\pm=g_\pm(\rho_{\pm1}-u),\qquad g_\pm=\frac{D}{a}e^{-\Delta_\pm/kT}. \tag{3}$$

The flux vanishes when $\rho_{\pm1}=u$. Thus $u$ is the terrace density with which the edge would be in equilibrium.

Atoms leave the edge for kinks at mean rate $\kappa$ per edge atom, and kinks release atoms back to the edge. If $\rho_{eq}$ is the terrace density in equilibrium with the crystal, the equilibrium edge density is $\phi_{eq}=\ell\rho_{eq}$. The release must balance capture there, so the net flux into the kinks is

$$\kappa(\phi-\phi_{eq})=G(u-\rho_{eq}),\qquad G=\kappa\ell. \tag{4}$$

Both $g_\pm$ and $G$ have the dimension of a velocity. Equation (4) assumes that all edge sites share the mean capture rate. Part II examines what happens when they do not.

## Where the continuum terrace ends

A continuum model needs a terrace density at the step, whereas (3) contains the density one site away. The difference is one ordinary hop, and it must not be counted twice.

The balance of the first lower-terrace site, multiplied by $a$, is

$$a\frac{d\rho_1}{dt}=a\nu(\rho_2-\rho_1)-J_+ +aF .$$

Now define a ghost density $\rho_+$ at $x=0$ by requiring the ordinary terrace equation to hold at this site:

$$a\frac{d\rho_1}{dt}=a\nu(\rho_2+\rho_+-2\rho_1)+aF .$$

Subtracting the first equation from the second gives $0=a\nu(\rho_+-\rho_1)+J_+$. The upper side follows by reflection, so

$$J_\pm=\frac{D}{a}(\rho_{\pm1}-\rho_\pm). \tag{5}$$

No slow variation was assumed, and deposition has dropped out. The ghost density is the terrace solution continued by its own recurrence to the edge position. It is not the density of atoms on the edge site.

Rewrite (3) and (5) as density differences:

$$\rho_{\pm1}-u=\frac{J_\pm}{g_\pm},\qquad \rho_{\pm1}-\rho_\pm=\frac{a}{D}J_\pm .$$

Subtracting the second from the first removes $\rho_{\pm1}$:

$$\rho_\pm-u=R_\pm J_\pm,\qquad R_\pm=\frac{a}{D}\left(e^{\Delta_\pm/kT}-1\right). \tag{6}$$

The quantity $R_\pm$ is the resistance of the bond into the edge in excess of an ordinary hop. If $\Delta_\pm=0$, it vanishes and the extrapolated terrace density equals $u$.

## Removing the edge site

The edge gains the two terrace fluxes and direct deposition $Fa$ per step length, and loses atoms to kinks. Since $\phi=\ell u$,

$$\ell\frac{du}{dt}=J_++J_-+Fa-G(u-\rho_{eq}). \tag{7}$$

In a steady state the left side is zero. It may also be dropped when changes are slow enough, a condition derived in Part II.

Measure densities from equilibrium, $\sigma_\pm=\rho_\pm-\rho_{eq}$ and $w=u-\rho_{eq}$. For nonzero $R_\pm$, (6) gives $J_\pm=(\sigma_\pm-w)/R_\pm$. Inserting this into (7) yields

$$\frac{\sigma_+}{R_+}+\frac{\sigma_-}{R_-}+Fa=w\left(G+\frac1{R_+}+\frac1{R_-}\right).$$

Multiplication by $R_+R_-$ gives

$$Mw=R_-\sigma_++R_+\sigma_-+R_+R_-Fa, \tag{8}$$

$$M=R_+R_-G+R_++R_- . \tag{9}$$

Insert $w$ into the lower flux:

$$J_+=\frac{M\sigma_+-R_-\sigma_+-R_+\sigma_--R_+R_-Fa}{R_+M}.$$

By (9), $M-R_-=R_+R_-G+R_+$. Every term of the numerator now contains $R_+$, which cancels:

$$J_+=\frac{R_-G\,\sigma_++\sigma_+-\sigma_--R_-Fa}{M}.$$

Exchanging the two signs gives $J_-$. Because $\sigma_+-\sigma_-=\rho_+-\rho_-$, the result for both sides is

$$J_\pm=k_\pm(\rho_\pm-\rho_{eq})+p(\rho_\pm-\rho_\mp)-Fa\frac{R_\mp}{M}, \tag{10}$$

$$k_+=\frac{R_-G}{M},\qquad k_-=\frac{R_+G}{M},\qquad p=\frac1M. \tag{11}$$

One balance has fixed one unknown, $u$, and its insertion has produced the two attachment coefficients and the permeability together. In electrical terms, two terraces and the crystal were joined through a central node. Removing the node leaves three direct connections, as in the star-to-triangle transformation.

For positive resistances the last term of (10) is negative, because some atoms deposited on the edge go out to the terraces. The permeability terms cancel in $J_++J_-$, as they must for an exchange between terraces.

The division by $R_\pm$ does not exclude a vanishing resistance. If $R_+=0$ and $R_->0$, (6) gives $w=\sigma_+$ directly and $J_-=(\sigma_--\sigma_+)/R_-$. The edge balance then gives $J_+=G\sigma_++(\sigma_+-\sigma_-)/R_--Fa$. Equation (10) has the same value, since $M=R_-$.

## What controls each coefficient

Dividing the first two expressions in (11) gives

$$\frac{k_+}{k_-}=\frac{R_-}{R_+}. \tag{12}$$

Within this model the asymmetry of attachment is set by the excess resistances alone. Kink capture changes both coefficients by the same factor.

For positive resistances, several limits show the roles of the rates.

- If kink capture is very fast, $M\simeq R_+R_-G$. Then $k_\pm\to1/R_\pm$ and $p\to0$: atoms reaching the edge are captured before they can cross.
- If there is no capture, $G=0$. Both attachment coefficients vanish and $p=1/(R_++R_-)$, two resistances in series.
- If the upper barrier is very high, $k_-$ and $p$ tend to zero, while $k_+\to1/(R_++1/G)$. The lower terrace then feeds the kinks through two resistances in series.
- If both excess resistances tend to zero, $M\to0$ and $p$ diverges. The densities on the two sides become equal, and only the sum $k_++k_-\to G$ matters.

The opening puzzle is the case $R_+=0$ with $R_->0$. Equation (11) gives

$$k_+=G,\qquad k_-=0,\qquad p=\frac1{R_-}.$$

The extrapolated lower density is then equal to $u$. Fixing $\rho_+$ therefore fixes the edge population and the flux into the kinks. An increase in $\rho_-$ at fixed $\rho_+$ raises the flux into the edge, but the whole increase leaves toward the lower terrace. The upper terrace does supply atoms to the crystal, but in the continuum description their path is permeability followed by attachment from below.

## Coefficients in the example

The spacing is $a=0.384$ nm, and $kT=0.0776$ eV at 900 K. The extra barriers of 0.02 and 0.10 eV give

$$R_+=(e^{0.258}-1)\frac aD=0.294\frac aD,\qquad R_-=(e^{1.289}-1)\frac aD=2.63\frac aD .$$

With $E_b=0.30$ eV, $\ell=18.4$ nm. The capture rate is $\kappa=9.08\times10^5\ \mathrm{s^{-1}}$ and the terrace hop rate is $\nu=9.12\times10^7\ \mathrm{s^{-1}}$. Since $D/a=a\nu$,

$$G=\frac{\kappa}{\nu}\frac{\ell}{a}\frac Da=0.00995\times47.9\,\frac Da=0.476\frac Da .$$

Equation (9) then gives

$$M=(0.294\times2.63\times0.476+0.294+2.63)\frac aD=3.29\frac aD ,$$

and (11) gives

$$k_+=0.380\frac Da,\qquad k_-=0.0426\frac Da,\qquad p=0.304\frac Da.$$

A separate solution of the hopping equations on an open strip, with the coefficients read from fluxes and extrapolated densities, gives the same three values. As $D/a=3.50\times10^7$ nm/s, they correspond to $1.33\times10^7$, $1.49\times10^6$ and $1.06\times10^7$ nm/s. The permeability is about seven times the upper attachment coefficient.

## Negative values and the position of the boundary

If the lower entry barrier is 0.02 eV below the terrace barrier, $R_+$ is negative. With the other parameters fixed, the lattice solution gives $k_+=0.592$, $k_-=-0.051$ and $p=0.472$ in units of $D/a$. All hopping rates are still positive. The negative sign arises because the extrapolation has assigned a full ordinary hop to the last bond, which is actually faster than that.

The dependence on position can be made explicit. Without deposition, a steady terrace density is linear. At distance $b$ from the edge it is $\rho_++bJ_+/D$, so by (6)

$$\rho(b)-u=\left(R_++\frac bD\right)J_+ .$$

Moving the boundary therefore adds $b/D$ to the resistance on that side. At $b=a$ the sum is $1/g_+$, which is positive. Coefficients built from the bare hop conductances $g_\pm$ thus belong to densities at the first terrace sites. In the example they are 0.241, 0.086 and 0.140 in units of $D/a$, for $k_+$, $k_-$ and $p$. Using them with densities extrapolated to $x=0$ counts one terrace hop twice on each side.

For negative $R_\pm$ the denominator $M$ can also pass through zero. With the upper barrier of 0.10 eV this does not happen, because $R_+>-a/D$ keeps $M$ above $0.37\,a/D$. With $\Delta_+=-0.02$ eV it happens at $\Delta_-\approx0.018$ eV. The coefficients then diverge although the lattice is regular, and a boundary at the first terrace sites is the better choice.

## Recovering the barriers

The map (11) can be inverted when $G>0$ and $M\neq0$. Form

$$Z=k_+k_-+p(k_++k_-)=\frac{G(R_+R_-G+R_++R_-)}{M^2}=\frac GM .$$

Comparison with (11) gives

$$R_+=\frac{k_-}{Z},\qquad R_-=\frac{k_+}{Z},\qquad G=\frac Zp. \tag{13}$$

The barriers follow from (6) as $\Delta_\pm=kT\ln(1+DR_\pm/a)$. For the example, $Z=0.1446\,(D/a)^2$, and $k_-/Z=0.294\,a/D$ returns the lower barrier of 0.02 eV. Steady exchange determines $G=\kappa\ell$ but not $\kappa$ and $\ell$ separately. Exchange data can separate them only through their time dependence.

# Part II. Growth, slow changes and the limits of the model

## Results carried over

The lower and upper sides of a step carry the signs $+$ and $-$. The densities $\rho_\pm$ are terrace solutions continued to the edge position, $\sigma_\pm=\rho_\pm-\rho_{eq}$ are their excesses over equilibrium, and $J_\pm$ are the bond fluxes into the edge. The edge density per length is $\ell u$, and $w=u-\rho_{eq}$. Kinks capture at mean rate $\kappa$, with $G=\kappa\ell$. The excess bond resistances $R_\pm$ satisfy $\rho_\pm-u=R_\pm J_\pm$. Eliminating the edge gave

$$J_\pm=k_\pm\sigma_\pm+p(\rho_\pm-\rho_\mp)-Fa\frac{R_\mp}{M},$$

$$k_\pm=\frac{R_\mp G}{M},\qquad p=\frac1M,\qquad M=R_+R_-G+R_++R_- .$$

In the example $R_+=0.294$ and $R_-=2.63$ in units of $a/D$. The coefficients $G$, $k_+$, $k_-$ and $p$ are 0.476, 0.380, 0.0426 and 0.304 in units of $D/a$.

## The flux seen by the continuum

On a steady lower terrace the lattice equation reads $\rho_{j+1}+\rho_{j-1}-2\rho_j=-Fa^2/D$. It is solved by the values at $x=ja$ of

$$\rho(x)=A+Bx-\frac{F}{2D}x^2, \tag{14}$$

because the second difference of $x^2$ is $2a^2$. The continuum profile and the lattice densities therefore coincide at terrace sites, and $\rho_+=A$. The bond flux is

$$J_+=\frac Da(\rho_1-\rho_+)=DB-\frac{Fa}{2}.$$

The continuum flux at the boundary, $f_+=D\rho'(0)=DB$, is larger by $Fa/2$. The reason is that the continuum terrace extends to $x=0$ and collects deposition on half of the edge cell. The upper terrace collects the other half. Hence $f_\pm=J_\pm+Fa/2$, and the boundary conditions are

$$f_\pm=k_\pm\sigma_\pm+p(\rho_\pm-\rho_\mp)+Fa\,c_\pm,\qquad c_\pm=\frac12-\frac{R_\mp}{M}. \tag{15}$$

The sum $f_++f_-=J_++J_-+Fa$ is the flux into the kinks, so no deposited atom is lost or counted twice.

Eliminating the edge site has given the two attachment coefficients, the permeability and the boundary conditions (15) for a continuum terrace with deposition. It remains to apply them to a train of growing steps and to examine changing populations, uneven kink capture and the other omitted processes.

Numbers in the example were calculated in double precision.
